\section*{Linear tetrahedron weights, their curvature error, and Blöchl's correction for metals}

\section{The form of the correction}

A Brillouin-zone integral is to be computed from band energies on a mesh cut into tetrahedra. Suppose linear interpolation gives each corner $i=1,\dots,4$ of a tetrahedron $T$ an occupation weight $w_i$, and that a change $dw_i$ is sought to improve the result for a metal. A filled band will turn out to need no change, which suggests letting $dw_i$ vanish in tetrahedra the Fermi surface does not cut; as a trial form we take it proportional to the tetrahedron's contribution $D_T(\mu)$ to the density of states at the Fermi energy $\mu$. This is an inverse energy, while a weight is a pure number; the other factor must be an energy. We seek it as a linear combination of the corner energies that treats the corners alike, $\alpha\varepsilon_i+\beta\sum_j\varepsilon_j$. Moving the zero of energy must not change a weight, hence $\alpha+4\beta=0$ and
\begin{equation}
dw_i=c\,D_T(\mu)\sum_{j=1}^{4}(\varepsilon_j-\varepsilon_i).
\label{form}
\end{equation}
It follows that $\sum_i dw_i=0$: charge moves between corners, but none is created. For mesh spacing $h$ the energy differences are of order $h$, so $\sum_i dw_i\,\varepsilon_i$ is $D_T$ times a sum of products of differences; since the $D_T$ add up to the total density of states, its sum over all tetrahedra is of order $h^2$. This is the order of the error of linear interpolation. Symmetry leaves open the number $c$ and the quantities for which the cancellation works. The error analysis below gives $c=1/40$ and shows that the band energy at fixed electron number is corrected, whereas a general observable is corrected in part.

\section{Linear formulas}

We take one smooth, nondegenerate band at zero temperature. All totals are per cell and per spin; for a spin-degenerate band they are doubled. The wave vector $\mathbf k=(x,y,z)$ is multiplied by the lattice constants, so the zone is a cube of side $2\pi$, and $\int_k$ means $\int d^3k/(2\pi)^3$ over it. An $n\times n\times n$ mesh has $h=2\pi/n$. Each cube is cut into six tetrahedra of equal volume around one body diagonal, and each tetrahedron is a fraction $v=1/(6n^3)$ of the zone.

Sort the corner energies, $e_1\le e_2\le e_3\le e_4$, and write $e_{ij}=e_i-e_j$. A point of the tetrahedron is $\mathbf k=\sum_i\lambda_i\mathbf k_i$ with $\lambda_i\ge0$ and $\sum_i\lambda_i=1$. The interpolated energy is $\sum_i\lambda_ie_i$. Let $\nu(E)$ be the fraction of the tetrahedron where it lies below $E$.

\subsection{State count and density of states}

For $e_1<E\le e_2$ the plane of energy $E$ cuts the three edges leaving corner 1 at the fractions $r_{1j}=(E-e_1)/e_{j1}$. The occupied piece is a tetrahedron with these shortened edges, so its volume fraction is their product:
\begin{equation}
\nu=\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}} .
\end{equation}
For $e_2<E\le e_3$ this product also counts a region beyond corner 2, outside the tetrahedron. That surplus is a tetrahedron with apex 2. Its edges lie along the extension of edge 12 and along edges 23 and 24, with relative lengths $y/e_{21}$, $y/e_{32}$, $y/e_{42}$, where $y=E-e_2$. Subtracting it and using $E-e_1=y+e_{21}$,
\begin{align}
\nu&=\frac{(y+e_{21})^3}{e_{21}e_{31}e_{41}}-\frac{y^3}{e_{21}e_{32}e_{42}}\nonumber\\
&=\frac{e_{21}^2+3e_{21}y+3y^2}{e_{31}e_{41}}
+\frac{y^3}{e_{21}}\,\frac{e_{32}e_{42}-e_{31}e_{41}}{e_{31}e_{41}e_{32}e_{42}} .
\end{align}
Since $e_{32}=e_{31}-e_{21}$ and $e_{41}=e_{42}+e_{21}$, the last numerator is $-e_{21}(e_{31}+e_{42})$. The small denominator $e_{21}$ cancels:
\begin{equation}
\nu=\frac{1}{e_{31}e_{41}}\left[e_{21}^2+3e_{21}y+3y^2-\frac{e_{31}+e_{42}}{e_{32}e_{42}}y^3\right].
\label{middle}
\end{equation}
For $e_3<E\le e_4$ the empty piece is a tetrahedron at corner 4, so $\nu=1-(e_4-E)^3/(e_{41}e_{42}e_{43})$. Differentiation gives $D_T=v\,\nu'(E)$ with
\begin{equation}
\nu'=\begin{cases}
\dfrac{3(E-e_1)^2}{e_{21}e_{31}e_{41}}, & e_1<E\le e_2,\\[2ex]
\dfrac{1}{e_{31}e_{41}}\left[3e_{21}+6y-\dfrac{3(e_{31}+e_{42})}{e_{32}e_{42}}y^2\right], & e_2<E\le e_3,\\[2ex]
\dfrac{3(e_4-E)^2}{e_{41}e_{42}e_{43}}, & e_3<E\le e_4,
\end{cases}
\end{equation}
and zero outside. In each range the denominators are positive, so two or three equal corner energies need no special treatment. If all four coincide, $\nu$ jumps from 0 to 1 and $\nu'$ is a delta function, which these formulas omit.

\subsection{Occupation weights}

An observable $X$ is interpolated as $\sum_i\lambda_iX_i$. Its occupied integral is therefore $\sum_iw_iX_i$, where $w_i$ is $v$ times the mean over the tetrahedron of $\lambda_i$ restricted to the occupied part. The average of a linear function over any tetrahedron is the mean of its four vertex values.

In the lowest range the occupied piece has vertices 1 and the three cut points $p_{1j}$, where $\lambda_1=1-r_{1j}$ and $\lambda_j=r_{1j}$. Hence
\begin{equation}
w_1=\frac{v\nu}{4}\Big(4-\sum_{j=2}^4r_{1j}\Big),\qquad w_j=\frac{v\nu}{4}r_{1j}.
\end{equation}
In the middle range the occupied body is a wedge with triangular ends $(1,p_{13},p_{14})$ and $(2,p_{23},p_{24})$. It divides into the tetrahedra $(1,2,p_{13},p_{14})$, $(2,p_{13},p_{23},p_{14})$ and $(2,p_{23},p_{24},p_{14})$. The volume fraction of each is the absolute determinant of its vertices' barycentric coordinates. With $r_{ij}=(E-e_i)/e_{ji}$,
\begin{equation}
v_1=r_{13}r_{14},\quad v_2=r_{14}r_{23}(1-r_{13}),\quad v_3=r_{23}r_{24}(1-r_{14}).
\end{equation}
For $v_2$, for example, corner 2 removes column 2 and $p_{14}$ supplies $r_{14}$ from column 4; the remaining block has rows $(1-r_{13},r_{13})$ and $(0,r_{23})$. Adding vertex values, with $\nu=v_1+v_2+v_3$,
\begin{align}
w_1&=\tfrac v4\left[v_1+(v_1+v_2)(1-r_{13})+\nu(1-r_{14})\right],\nonumber\\
w_2&=\tfrac v4\left[\nu+(v_2+v_3)(1-r_{23})+v_3(1-r_{24})\right],\nonumber\\
w_3&=\tfrac v4\left[(v_1+v_2)r_{13}+(v_2+v_3)r_{23}\right],\nonumber\\
w_4&=\tfrac v4\left[\nu r_{14}+v_3r_{24}\right].
\end{align}
In the highest range we subtract the empty piece, of fraction $u=1-\nu$. With $s_j=(e_4-E)/e_{4j}$,
\begin{equation}
w_j=\frac v4(1-us_j)\;(j\le3),\qquad w_4=\frac v4\Big[1-u\Big(4-\sum_{j=1}^3s_j\Big)\Big].
\end{equation}
Below $e_1$ the weights vanish; above $e_4$ each is $v/4$.

\section{Why a filled band needs no correction}

Six tetrahedra per cube with four corners each make 24 corners per mesh point. In a filled band a mesh point thus has total weight $24v/4=1/n^3$, and the method is a plain mesh average. Expand a periodic function as $f=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$. The mesh average keeps the terms whose $\mathbf R$ is $n$ times an integer vector, so its error is $\sum_{\mathbf R\ne0}f_{n\mathbf R}$. For a smooth band this falls faster than any power of $1/n$. Interpolation errors do exist inside each tetrahedron, but those from upward and downward curvature cancel over the zone. A Fermi surface stops this cancellation.

\section{The leading error in a metal}

\subsection{Interpolation error in one tetrahedron}

Let $H$ be the Hessian of $\varepsilon$ and $\mathbf q_i=\mathbf k_i-\mathbf k$. To second order, $\varepsilon(\mathbf k_i)=\varepsilon+\mathbf q_i\cdot\nabla\varepsilon+\frac12\mathbf q_iH\mathbf q_i$. Multiply by $\lambda_i$ and sum. Because $\sum_i\lambda_i\mathbf q_i=0$, the gradient drops out:
\begin{equation}
\eta\equiv\varepsilon-\varepsilon_{\rm lin}=-\tfrac12\sum_i\lambda_i\mathbf q_iH\mathbf q_i
=-\tfrac12\sum_{i<j}\lambda_i\lambda_j\,\mathbf d_{ij}H\mathbf d_{ij},
\end{equation}
where $\mathbf d_{ij}=\mathbf k_i-\mathbf k_j=\mathbf q_i-\mathbf q_j$. The second form follows by expanding the square; its cross terms vanish for the same reason.

The average of $\lambda_i\lambda_j$ is needed. The slice of a tetrahedron at fixed $\lambda_1$ has area proportional to $(1-\lambda_1)^2$, so $\lambda_1$ has the normalized density $3(1-\lambda_1)^2$. This gives $\langle\lambda_1\rangle=1/4$ and $\langle\lambda_1^2\rangle=1/10$. Averaging $\lambda_1\sum_j\lambda_j=\lambda_1$ yields $1/10+3\langle\lambda_1\lambda_2\rangle=1/4$, hence $\langle\lambda_1\lambda_2\rangle=1/20$ and
\begin{equation}
\langle\eta\rangle_T=-\frac1{40}\sum_{i<j}\mathbf d_{ij}H\mathbf d_{ij}.
\label{mean}
\end{equation}

\subsection{The Fermi surface moves, but costs little energy}

Interpolation also displaces the Fermi surface. Let $\mu_{\rm lin}$ be the Fermi energy that gives the interpolated band the prescribed number $N$, and put $\Omega(\mu)=\int_k(\varepsilon-\mu)\theta(\mu-\varepsilon)$. Then $E=\Omega(\mu)+\mu N$, and likewise for the interpolated band. As $d\Omega_{\rm lin}/d\mu=-N_{\rm lin}(\mu)$, and both $\mu_{\rm lin}-\mu$ and $N_{\rm lin}(\mu)-N$ are $O(h^2)$,
\begin{equation}
E-E_{\rm lin}=\Omega(\mu)-\Omega_{\rm lin}(\mu)+O(h^4).
\end{equation}
Replacing the difference of the integrands by $\eta\,\theta(\mu-\varepsilon)$ is wrong only where $\varepsilon$ and $\varepsilon_{\rm lin}$ lie on opposite sides of $\mu$. This shell has thickness $O(h^2)$ at a regular Fermi surface, where $\nabla\varepsilon\neq0$, and the error inside it is $O(h^2)$. The total is again $O(h^4)$, so
\begin{equation}
E-E_{\rm lin}=\int_{\rm occ}\eta+O(h^4).
\end{equation}
In wholly occupied tetrahedra we may use (\ref{mean}). The cut ones fill a fraction $O(h)$ of the zone and contribute at most $O(h^3)$ to the discrepancy, as does the variation of $H$ within a cube. Let $M$ be the average over the six tetrahedra of $\sum_{i<j}\mathbf d_{ij}\mathbf d_{ij}$. Then
\begin{equation}
E-E_{\rm lin}=-\frac1{40}\int_{\rm occ}M:\nabla\nabla\varepsilon+O(h^3).
\label{volume}
\end{equation}
The leading error is thus the curvature error summed over occupied states.

For perpendicular mesh steps $\mathbf a,\mathbf b,\mathbf c$ of length $h$, the edges are $\mathbf a,\mathbf b,\mathbf c,\mathbf a+\mathbf b,\mathbf b+\mathbf c,\mathbf a+\mathbf b+\mathbf c$. The steps occur in 3, 4 and 3 edges; the pairs $\mathbf{ab}$, $\mathbf{bc}$, $\mathbf{ac}$ occur together in 2, 2 and 1. Averaging over the six orders of the axes gives diagonal elements $10h^2/3$ and off-diagonal elements $5h^2/3$.

\section{From curvature to corner weights}

Equation (\ref{volume}) contains second derivatives, which the mesh energies do not give directly. Gauss's theorem removes one. Zone-boundary terms cancel by periodicity, the outward normal on the Fermi surface is $\nabla\varepsilon/|\nabla\varepsilon|$, and $dS/|\nabla\varepsilon|$ is the measure $d^3k\,\delta(\mu-\varepsilon)$. Hence
\begin{equation}
\int_{\rm occ}M:\nabla\nabla\varepsilon=\int_k\delta(\mu-\varepsilon)\,\nabla\varepsilon\cdot M\cdot\nabla\varepsilon .
\label{gauss}
\end{equation}
In a tetrahedron $\mathbf d_{ij}\cdot\nabla\varepsilon\simeq\varepsilon_i-\varepsilon_j$, and the delta function has weight $D_T(\mu)$. The right side becomes $\sum_TD_T\sum_{i<j}(\varepsilon_i-\varepsilon_j)^2$.

This last step replaces the mean tensor $M$ by that of each tetrahedron. It requires the Fermi surface to pass through the six orientations with equal total weight as $h\to0$. The indicator of one orientation is $1/6$ plus harmonics of wavelength of order $h$, whose integrals over a curved surface tend to zero. On a flat piece parallel to lattice planes of the mesh, cube faces or oblique ones, they need not, and the cancellation can then be incomplete.

Finally, writing the sum over pairs as half the sum over all $i,j$ and exchanging labels in one term,
\begin{equation}
\sum_{i<j}(\varepsilon_i-\varepsilon_j)^2=\sum_i\varepsilon_i\sum_j(\varepsilon_i-\varepsilon_j).
\end{equation}
With the factor $-1/40$, the energy correction is $\sum_T\sum_i\varepsilon_i\,dw_i$, where
\begin{equation}
dw_i=\frac{D_T(\mu)}{40}\sum_{j=1}^4(\varepsilon_j-\varepsilon_i).
\label{blochl}
\end{equation}
This is Bl\"ochl's correction, of the form (\ref{form}) with $c=1/40$. It lowers the energy, since it is minus a sum of squares. Weight moves from high to low corners, and a corrected weight may be negative; it is a quadrature coefficient, not an occupation probability.

\section{What the correction leaves behind}

For a smooth observable $X$ the same steps turn its curvature error into $-\frac1{40}\sum_TD_T\sum_{i<j}(X_i-X_j)(\varepsilon_i-\varepsilon_j)=\sum_T\sum_iX_i\,dw_i$. But the displacement of the Fermi surface is now a first-order effect. Let $\delta\varepsilon=-\frac1{40}M:\nabla\nabla\varepsilon$ be the locally averaged interpolation error and $\delta\mu=\mu-\mu_{\rm lin}$. Expanding the step functions at fixed $N$ gives a surface integral containing $\eta$. Replacing $\eta$ by $\delta\varepsilon$ assumes, as above, that the Fermi surface samples the mesh cells uniformly as $h\to0$, and leaves
\begin{equation}
\delta X_{\rm surf}=\int_kX\,\delta(\mu-\varepsilon)(\delta\mu-\delta\varepsilon).
\label{surface}
\end{equation}
Setting $X=1$ must give zero, so $\delta\mu$ is the average of $\delta\varepsilon$ over the Fermi surface, weighted by the density of states. If $X$ is constant on the Fermi surface, (\ref{surface}) vanishes; the band energy is such a case. Otherwise an $O(h^2)$ error generally survives. At fixed $\mu$ the electron count has the error $N-N_{\rm lin}=-\int_k\delta(\mu-\varepsilon)\,\delta\varepsilon$, which (\ref{blochl}) cannot change because $\sum_idw_i=0$.

\section{Algorithm and its limits}

\begin{enumerate}
\item Compute $\varepsilon$ and $X$ on the mesh and sort the four corners of each tetrahedron by energy, carrying $X$ along.
\item Solve $v\sum_T\nu_T(\mu_{\rm lin})=N$ by bracketing; the left side never decreases with $\mu_{\rm lin}$.
\item Evaluate $w_i$ and $D_T$ at $\mu_{\rm lin}$, add $dw_i$, and sum $(w_i+dw_i)X_i$.
\end{enumerate}
Using $\mu_{\rm lin}$ in $D_T$ is consistent, since $dw_i$ already supplies an $O(h^2)$ term. The derivation does not cover a band crossing on the Fermi surface, where $\varepsilon$ has no Hessian, or a van Hove point there, since it assumed $\nabla\varepsilon\neq0$. It also presumes a mesh fine enough to resolve the surface.

\section{Worked example}

\subsection{One tetrahedron}

Take corner energies $0$, $0.4$, $0.9$, $1.5$ eV, $E=0.65$ eV and $v=1$. Then $y=0.25$ eV and $e_{31}e_{41}=1.35$ eV$^2$, and (\ref{middle}) gives
\begin{equation}
\nu=\frac{0.16+0.30+0.1875-0.0568}{1.35}=0.4375 .
\end{equation}
The density of states is $\nu'=1.495$ eV$^{-1}$, and the linear weights are $0.1661$, $0.1374$, $0.0829$, $0.0511$, with sum $\nu$. The corner energies add to $2.8$ eV, so $dw_1=(1.495/40)\times2.8=0.1046$. The others are $0.0448$, $-0.0299$ and $-0.1196$. The fourth corrected weight is indeed negative.

\subsection{A tetragonal model metal}

Consider
\begin{equation}
\varepsilon=-2t(\cos x+\cos y)-2t_z\cos z-4t'\cos x\cos y
\end{equation}
with $t=1.0$, $t_z=1.5$, $t'=0.3$ eV and $\mu=-3.5$ eV. Since $2t'<t$, the energy rises with each of $|x|,|y|,|z|$. Its lowest value on the zone faces is $-2.2$ eV, at $(0,0,\pi)$, so the Fermi surface is closed. Spherical quadrature inside it gives a reference that uses no tetrahedra: $N=0.12719$, $D=0.054765$ eV$^{-1}$ and $E=-0.656898$ eV, or $-1.0525\times10^{-19}$ J.

The mixed derivative $\partial_x\partial_y\varepsilon$ is odd in $x$ and integrates to zero. With $40/(10/3)=12$, (\ref{volume}) reduces to $-(h^2/12)\int_{\rm occ}\nabla^2\varepsilon$, whose value is $-0.05999\,h^2$ eV. For $n=16$, $h^2=0.1542$, and the linear energy should be too high by $9.25$ meV; the computed error is $9.19$ meV. The errors $E_{\rm computed}-E$ at fixed $N$ are:

\begin{center}
\begin{tabular}{rrr}
$n$ & linear (meV) & corrected (meV)\\
8 & 35.841 & $-0.784$\\
16 & 9.185 & $-0.064$\\
24 & 4.096 & 0.011\\
28 & 3.013 & $-0.005$\\
32 & 2.309 & 0.009\\
36 & 1.825 & 0.009\\
40 & 1.478 & 0.000
\end{tabular}
\end{center}

The linear error falls as $n^{-1.98}$ in a fit over all meshes. The corrected error changes sign and does not fall steadily, so the very small value at $n=40$ is no measure of typical accuracy. A plausible cause, not isolated here, is the changing way in which the mesh cuts the Fermi surface. Averaged over the five meshes from $n=24$ to $40$, $(E-E_{\rm computed})/h^2$ drops from $-0.0599$ to $-0.0001$ eV; on these five meshes the single corrected values have both signs and stay within $0.0003$ eV in magnitude, against $0.0013$ eV at $n=8$.

The count and the Fermi energy show the part left untouched. The predicted shift is $\delta\mu=-0.3038\,h^2$ eV, against a measured mean coefficient of $-0.3030$ eV. At fixed $\mu$ the count error should be $-D\,\delta\mu=0.05477\times0.3038\,h^2=0.01664\,h^2$; the measured coefficient is $0.01663$.

The bond order $\langle\cos z\rangle=\int_{\rm occ}\cos z=0.08581$ has an integrand that varies over the Fermi surface, and so tests (\ref{surface}). As $\partial_z^2\cos z=-\cos z$, its curvature error is $+(h^2/12)\times0.08581=0.00715\,h^2$. The surface term is $-0.00093\,h^2$, and the predicted total is $0.00622\,h^2$; the linear weights give $0.00621\,h^2$. After correction $-0.00092\,h^2$ remains, as (\ref{surface}) predicts. The correction has removed the curvature part and reduced the error about sevenfold, but the convergence of this observable is still quadratic. The factor is particular to this example, where the surface term is small; if the two terms nearly cancelled, removing one would increase the error.

For comparison, the smooth filled band $-\sqrt{G^2+\varepsilon^2}$ with $G=4$ eV has a mesh-average error of magnitude $1.5\times10^{-7}$ eV at $n=8$ and $2.4\times10^{-10}$ eV at $n=16$. This error oscillates in sign as it decays, and $n=8$ happens to lie close to a sign change: the neighbouring meshes $n=7$ and $n=9$ give $5\times10^{-5}$ and $3\times10^{-6}$ eV, so the two quoted values do not fix the rate of decay. The numerical check compares the interpolation formulas with direct quadrature and the error coefficients with the spherical reference.

\section*{Values computed for the example and the checks}
\begin{verbatim}
One tetrahedron, corner energies (eV): [0.  0.4 0.9 1.5]
  energy E = 0.65 eV, occupied fraction = 0.437542
  density of states = 1.494949 per eV
  linear weights  w_i : [0.166139 0.137398 0.082946 0.051059]
  weight changes dw_i : [ 0.104646  0.044848 -0.029899 -0.119596]
Model: t = 1.0 eV, t_z = 1.5 eV, t' = 0.3 eV, mu = -3.5 eV
Reference filling N = 0.12719014 per cell and spin
Reference density of states = 0.054765 per eV, cell and spin
Reference band energy = -0.6568978 eV = -1.052466e-19 J
Reference bond order <cos z> = 0.0858051
Mean edge tensor / h^2: diagonal 3.333333, off-diagonal 1.666667
Mesh n^3 at fixed N: Fermi energy (eV), band-energy error in meV
   n    mu_n        linear      corrected
   8  -3.327220    35.84059    -0.78381
  10  -3.380612    23.27933     0.18769
  12  -3.417277    16.19359    -0.14120
  16  -3.452895     9.18527    -0.06374
  24  -3.479302     4.09613     0.01121
  28  -3.484678     3.01297    -0.00499
  32  -3.488326     2.30856     0.00942
  36  -3.490818     1.82459     0.00878
  40  -3.492486     1.47825     0.00008
Fitted power of 1/n in the linear energy error: 1.984
(true - computed)/h^2, mean over n = 24...40, and prediction:
  energy, linear weights (eV):    -0.059857  -0.059991
  energy, corrected (eV):         -0.000120  predicted 0
  count at fixed mu:              0.016625  0.016636
  Fermi energy at fixed N (eV):   -0.303014  -0.303772
  bond order, linear weights:     0.006210  0.006222
  bond order, corrected:          -0.000924  -0.000928
Density of states at mu, n = 40: 0.054746 per eV
Corrected band energy, n = 40: -0.6568977 eV
Filled band -sqrt(G^2+e^2), G = 4.0 eV: error n=8 1.53e-07 eV, n=16 2.40e-10 eV
\end{verbatim}
